# Additivity of truncated coupled-cluster energies for noninteracting fragments

## Definitions and conventions

Atomic units are used in the algebra; numerical energies are in eV and lengths in angstrom.

**Fragments.** The orthonormal spin orbitals are divided into two disjoint sets, A and B. The creators \(a_p^\dagger\) and annihilators \(a_p\) obey the fermion anticommutation rules, so any creator or annihilator of A anticommutes with any creator or annihilator of B. The fragments do not interact:
\[
H=H_A+H_B .
\]
Each \(H_X\) is built from operators of fragment X alone, with as many creators as annihilators in every term, and includes the nuclear repulsion of X. It therefore conserves the electron number \(N_X\).

For molecules this is the limit of infinite separation \(R\), in which the electron–electron, electron–nucleus and nucleus–nucleus terms between the molecules each vanish as \(1/R\). At large finite \(R\) their leading parts combine to \((Z_A-N_A)(Z_B-N_B)/R\), with \(Z_X\) the total nuclear charge of X. This is zero on determinants in which the molecules are neutral, so for neutral molecules only higher multipole terms, which fall faster than \(1/R\), act on such determinants.

**Determinants.** Let \(K^\dagger\) be a product of \(N_A\) creators of A and \(L^\dagger\) a product of \(N_B\) creators of B. Define
\[
|K\rangle=K^\dagger|\mathrm{vac}\rangle,\qquad |L\rangle=L^\dagger|\mathrm{vac}\rangle,\qquad |KL\rangle=K^\dagger L^\dagger|\mathrm{vac}\rangle .
\]
The reference is *separable* if it has the form \(|\Phi\rangle=|\Phi_A\Phi_B\rangle\): every occupied orbital belongs to one fragment, and each fragment has a definite electron number. It need not be a Hartree–Fock determinant.

**Coupled cluster.** An excitation operator \(\tau_\mu\) of rank \(k\) contains \(k\) creators of virtual orbitals and \(k\) annihilators of occupied orbitals, and \(|\mu\rangle=\tau_\mu|\Phi\rangle\). At truncation rank \(n\),
\[
T=\sum_{1\le \mathrm{rank}(\mu)\le n}t_\mu\tau_\mu,\qquad \bar H=e^{-T}He^{T},
\]
\[
E=\langle\Phi|\bar H|\Phi\rangle,\qquad r_\mu\equiv\langle\mu|\bar H|\Phi\rangle=0\quad\text{for } 1\le\mathrm{rank}(\mu)\le n. \tag{1}
\]
CCSD is \(n=2\). All \(\tau_\mu\) commute: the virtual creators and occupied annihilators anticommute among themselves, and each \(\tau_\mu\) has an even number of them.

An excitation is *local* if all its orbitals lie in one fragment, and *mixed* otherwise. Mixed excitations include simultaneous excitations of both fragments and transfers of electrons between them. The calculation on the pair contains amplitudes and equations for all of them.

## Theorem

Let \(H=H_A+H_B\) and let \(|\Phi\rangle\) be separable. Let \(T_A\) and \(T_B\) solve the coupled-cluster equations of the separate fragments, with references \(|\Phi_A\rangle\), \(|\Phi_B\rangle\), the same truncation rank \(n\), and energies \(E_A\), \(E_B\). Then
\[
T=T_A+T_B
\]
solves all equations (1) of the pair at rank \(n\), and its energy is
\[
E=E_A+E_B .
\]

The trial \(T\) is admissible, because a sum of operators of rank at most \(n\) has rank at most \(n\). All its mixed amplitudes are zero. It remains to show that the mixed equations permit this.

## Lemma 1: operators of different fragments commute

*If \(X\) is a sum of even-length products of operators of A, and \(Y\) a sum of such products of B, then \([X,Y]=0\).*

**Proof.** Moving one operator of B through a product of \(2m\) operators of A gives the factor \((-1)^{2m}=1\). Repeating this for every operator in \(Y\) gives \(XY=YX\). ∎

Every term of \(H_X\) and \(T_X\) has even length, so
\[
[T_A,T_B]=[H_A,T_B]=[H_B,T_A]=0 . \tag{2}
\]
This holds for odd electron numbers too, since the lengths of the operators matter and not the number of electrons.

Charge-transfer operators are different. Take \(\tau=a_b^\dagger a_i\) with \(i\) in A and \(b\) in B, and \(H_A=\sum_{p\in A}\varepsilon_p a_p^\dagger a_p\). Since \([a_i^\dagger a_i,a_i]=-a_i\),
\[
[H_A,\tau]=a_b^\dagger[H_A,a_i]=-\varepsilon_i\,\tau .
\]
The absence of such terms from \(T_A+T_B\) is therefore essential to the next lemma.

## Lemma 2: the transformed Hamiltonian separates

*For \(T=T_A+T_B\),*
\[
\bar H=\bar H_A+\bar H_B,\qquad \bar H_X=e^{-T_X}H_Xe^{T_X}. \tag{3}
\]

**Proof.** Because \([T_A,T_B]=0\), \(e^{T}=e^{T_A}e^{T_B}=e^{T_B}e^{T_A}\). Hence
\[
e^{-T}H_Ae^{T}=e^{-T_A}\left(e^{-T_B}H_Ae^{T_B}\right)e^{T_A}
=e^{-T_A}H_Ae^{T_A},
\]
where \([H_A,T_B]=0\) lets \(H_A\) pass \(e^{T_B}\), leaving \(e^{-T_B}e^{T_B}=1\). The same argument with A and B exchanged gives \(\bar H_B\). Adding the two results proves (3). ∎

## Lemma 3: a fragment operator acts on its own factor

*Let \(O_A\) and \(O_B\) be sums of even-length products of operators of A and of B, each conserving the electron number of its fragment. Then*
\[
O_A|KL\rangle=\sum_{K'}\langle K'|O_A|K\rangle\,|K'L\rangle,\qquad
O_B|KL\rangle=\sum_{L'}\langle L'|O_B|L\rangle\,|KL'\rangle . \tag{4}
\]

**Proof.** Interchanging \(K^\dagger\) and \(L^\dagger\) gives the sign \(s=(-1)^{N_AN_B}\), and \(O_A\) commutes with \(L^\dagger\) because its terms are even. Thus
\[
O_AK^\dagger L^\dagger|\mathrm{vac}\rangle
=s\,L^\dagger O_AK^\dagger|\mathrm{vac}\rangle
=s\sum_{K'}\langle K'|O_A|K\rangle L^\dagger K'^\dagger|\mathrm{vac}\rangle .
\]
Since \(O_A\) conserves \(N_A\), \(K'^\dagger\) also has \(N_A\) creators. Restoring the order gives a second factor \(s\), and \(s^2=1\). For B, \(O_B\) commutes directly with \(K^\dagger\), so \(O_BK^\dagger L^\dagger|\mathrm{vac}\rangle=K^\dagger O_BL^\dagger|\mathrm{vac}\rangle\), which gives the second formula. ∎

Applied to a local excitation operator of A, (4) shows that \(|\mu\rangle=|K\Phi_B\rangle\) with \(|K\rangle=\tau_\mu|\Phi_A\rangle\). The excited determinants of the fragment and of the pair correspond without a change of sign.

## Proof of the theorem

The operators \(\bar H_A\) and \(\bar H_B\) are built from even, number-conserving operators of one fragment, so Lemma 3 applies to them. With (3),
\[
\bar H|\Phi\rangle=\sum_K\langle K|\bar H_A|\Phi_A\rangle|K\Phi_B\rangle
+\sum_L\langle L|\bar H_B|\Phi_B\rangle|\Phi_AL\rangle . \tag{5}
\]

**Local equations.** Let \(|\mu\rangle=|K\Phi_B\rangle\) with \(K\ne\Phi_A\). Every determinant in the second sum has A in \(\Phi_A\), and is orthogonal to \(|\mu\rangle\). The first sum gives
\[
r_\mu=\langle K|\bar H_A|\Phi_A\rangle=0,
\]
because this is the equation already solved by \(T_A\). Local equations of B vanish likewise.

**Mixed equations.** A mixed excitation either changes the electron numbers of the fragments, or preserves them and changes the determinants of both. Each determinant in (5) has the original electron numbers and at least one fragment in its reference. Therefore
\[
r_\mu=0\qquad\text{for every mixed }\mu . \tag{6}
\]

**Energy.** Projecting (5) on \(|\Phi_A\Phi_B\rangle\) selects \(K=\Phi_A\) and \(L=\Phi_B\):
\[
E=\langle\Phi_A|\bar H_A|\Phi_A\rangle+\langle\Phi_B|\bar H_B|\Phi_B\rangle=E_A+E_B .
\]
∎

For more fragments, treat the first \(M-1\) as fragment A and the last as fragment B. Induction gives \(E=\sum_XE_X\), so \(M\) identical noninteracting fragments on the same root have energy \(ME_1\).

The proof uses the truncation in one place: the local excitations of the pair must be those of the separate fragments. Frozen cores are therefore allowed if the same fragment orbitals are frozen in both calculations.

## Remark 1: which root is additive

The equations are nonlinear and may have several solutions. The theorem constructs one root of the pair from chosen fragment roots; it does not say that every root is additive.

The constructed root is isolated if its Jacobian is nonsingular. Since the excitation operators commute, \(\partial\bar H/\partial t_\nu=[\bar H,\tau_\nu]\), and
\[
J_{\mu\nu}=\frac{\partial r_\mu}{\partial t_\nu}
=\langle\mu|\bar H|\nu\rangle-\langle\mu|\tau_\nu\bar H|\Phi\rangle .
\]
At a solution, \(\bar H|\Phi\rangle=E|\Phi\rangle+|R\rangle\), where \(|R\rangle\) contains determinants of rank above \(n\). The operator \(\tau_\nu\) raises the rank further, so \(\langle\mu|\tau_\nu|R\rangle=0\). What remains is
\[
J_{\mu\nu}=\langle\mu|\bar H|\nu\rangle-E\,\delta_{\mu\nu}.
\]

Equation (6) did not use convergence of \(T_A\) or \(T_B\): mixed residuals vanish for any additive \(T\). Consider the iteration \(t_\mu\leftarrow t_\mu-r_\mu/D_\mu\), with \(D_\mu\ne0\) the sum of virtual minus occupied orbital energies. Started from \(T=0\) in fragment orbitals, it keeps every mixed amplitude at zero and repeats the two fragment iterations side by side. If those converge, the pair converges to the additive root.

## Remark 2: the condition on the reference

Separability is a property of the determinant, not of the orbitals used to write it. A unitary rotation among occupied orbitals multiplies the determinant by a phase. Rotations within the occupied and within the virtual space also map the excitation operators of each rank into linear combinations of themselves. The equations (1) are thus equivalent and the energy is unchanged. Canonical orbitals spread over two identical closed-shell molecules do no harm.

Mixing occupied with virtual orbitals is another matter. A doubly occupied bonding orbital \((\chi_A+\chi_B)/\sqrt2\) of a stretched covalent bond gives the spatial product
\[
\tfrac12\left[\chi_A\chi_A+\chi_A\chi_B+\chi_B\chi_A+\chi_B\chi_B\right].
\]
The first and last terms put both electrons on one fragment. The electron numbers are not definite, and the theorem does not apply.

Additivity may survive such a reference, for instance when \(n\) equals the number of electrons and the chosen root is an exact eigenstate. At lower \(n\) it can fail, as a model shows. Each of two different fragments has three electrons in six spin orbitals. The Fock levels are \(-6,-5,-4\) eV (occupied) and \(4,5,6\) eV (virtual), with weak random couplings between levels and random two-electron integrals within each fragment. The CCSD equations were solved by a Newton-type iteration with the Jacobian in the form given in Remark 1, for the pair in the space of all 924 six-electron determinants.

With the separable reference, the CCSD energies are \(-18.9077\) and \(-15.6668\) eV, with sum \(-34.5745\) eV. Now let \(i,a\) be an occupied and a virtual orbital of A, and \(j,b\) the same for B. The occupied orbitals are replaced by
\[
i'=i\cos\theta-b\sin\theta,\qquad j'=j\cos\theta-a\sin\theta,\qquad \theta=0.5\ \text{rad},
\]
and the virtual ones by their orthogonal partners. The iteration is started from the singles and doubles amplitudes of the additive wavefunction rewritten in the rotated orbitals, so that the root next to the additive state is found. The Hamiltonian is the same, yet the CCSD energy of the pair now lies 0.0012 eV below the sum obtained with the separable reference. A shift of this size does not by itself show that the fragments are coupled, because truncated coupled cluster depends on the reference even within one fragment. The rotation \(i'=i\cos\theta-a\sin\theta\) inside A, by the same angle, raises the energy by 0.0017 eV while the reference stays separable and the theorem still holds for it. A direct test is to raise level \(a\) by 1 eV (fragment A\('\)), level \(b\) by 1 eV (fragment B\('\)), or both, and to form \(E_{AB}-E_{A'B}-E_{AB'}+E_{A'B'}\). This vanishes whenever the energy is a term depending on A alone plus a term depending on B alone. It is zero to numerical precision (below \(10^{-11}\) eV) for the separable reference and \(-1.9\times10^{-5}\) eV for the reference with \(i'\) and \(j'\), so additivity is indeed lost there. Not every non-separable reference changes the energy: when only \(i\) is rotated and \(j\) is left unchanged, the same calculation stays additive to better than \(10^{-8}\) eV.

## Remark 3: why truncated configuration interaction differs

Because \(e^{T}=e^{T_A}e^{T_B}\), Lemma 3 makes the coupled-cluster state a product: the coefficient of \(|KL\rangle\) is the product of the fragment coefficients. The simplest cross term appears in
\[
\tfrac12(T_A+T_B)^2=\tfrac12T_A^2+\tfrac12T_B^2+T_AT_B .
\]
In CCSD, \(T_AT_B\) contains a double excitation on each fragment. This is a quadruple excitation of the pair, obtained without a quadruple amplitude.

CISD has a linear wavefunction. The product of two fragment states is
\[
(1+C_A)(1+C_B)|\Phi\rangle=(1+C_A+C_B+C_AC_B)|\Phi\rangle,
\]
and CISD for the pair removes the triple and quadruple parts of \(C_AC_B\).

The sign of the resulting error follows from the variational principle. Let \(V_X\) be the CISD space of fragment X, and consider states with the original fragment electron numbers. A determinant of total rank at most two has rank at most two on each fragment, so the CISD space of the pair lies inside \(V_A\otimes V_B\). By Lemma 3, the Hamiltonian projected on this product space is a sum of the two projected fragment Hamiltonians. Its lowest eigenvalue is \(E_A^{\rm CISD}+E_B^{\rm CISD}\). Minimizing in the smaller space cannot give a lower value:
\[
E_{AB}^{\rm CISD}\ge E_A^{\rm CISD}+E_B^{\rm CISD}. \tag{7}
\]
Restoring all products of the fragment spaces restores equality.

## Example: two distant CO\(_2\) molecules

Two linear, symmetric CO\(_2\) molecules are placed side by side, 1000 angstrom apart. The C–O lengths are chosen as 1.20 angstrom in A and 1.30 angstrom in B, so the fragments are different. Restricted Hartree–Fock (RHF), CCSD and CISD energies were computed iteratively in the 6-31G basis, with the carbon and oxygen 1s orbitals excluded from the correlation treatment.

The molecules are neutral closed shells, so the RHF determinant of the pair can separate. Its energy does add:
\[
-5102.3801-5100.9081=-10203.2882\ \text{eV},
\]
which is the value computed for the pair. The CCSD correlation energies, measured from RHF, give
\[
E_A^{\rm corr}+E_B^{\rm corr}=-9.3814-10.0335=-19.4149\ \text{eV}.
\]
The pair calculation gives \(-19.4148\) eV. The last-digit difference comes from rounding the fragment values; before rounding, the additivity error is about \(10^{-7}\) eV in magnitude, below any digit used here and comparable with the energy convergence threshold of the iterations, \(10^{-9}\) hartree or about \(3\times10^{-8}\) eV. The largest mixed amplitude is about \(10^{-10}\), compared with about 0.08 for the largest local double excitation. The latter indicates scale only: the \(\pi\) orbitals come in degenerate pairs, and rotations within these pairs, which leave the energy unchanged, move the largest amplitude of molecule B between about 0.04 and 0.08.

For CISD the sum of the fragments is
\[
-8.5306-9.0120=-17.5426\ \text{eV},
\]
but the pair gives \(-16.0322\) eV. The error relative to the fragment sum is
\[
-16.0322-(-17.5426)=1.5104\ \text{eV},
\]
or 0.0555 hartree. It is positive, as (7) requires, and amounts to \(1.5104/17.5426=8.6\%\) of the summed CISD correlation energy. The size of the error depends on the basis: in cc-pVDZ it is 2.22 eV, or 9.1% of the summed correlation energy. It is not an interaction between the molecules: at the same separation the RHF and CCSD energies add. The energy of two separate CISD molecules minus that of a CISD complex tends to minus this error as the molecules separate, whereas the corresponding CCSD difference tends to zero. At bonding distances the error need not have its asymptotic size. For rhombic (LiH)\(_2\) in 6-31G with frozen Li 1s orbitals (Li–Li 2.26, H–H 2.70, monomer bond 1.60 angstrom), the CISD binding energy is 0.011 eV smaller than the CCSD one, while the CISD additivity error at infinite separation is 0.024 eV.
